# Hydrogen with a Gaussian: energy minimization versus variance minimization: verification in Python

```python
"""
Hydrogen atom, H = -laplacian/2 - 1/r, trial function psi = exp(-a r^2).
Results under test (Hartree atomic units, c = sqrt(2/pi)):
  energy   E(a) = 3a/2 - 2c sqrt(a), minimum -4/(3 pi) at a = 8/(9 pi);
  variance V(a) = 3a^2/2 - 2c a^(3/2) + (4 - 8/pi) a of the local energy,
           strictly increasing: it has NO minimum at any a > 0;
  variance with the sampling density frozen and then updated repeatedly:
           converges to the energy minimum a = 8/(9 pi);
  mean square deviation from the target energy -1/2: one minimum, another a.
Averages are taken over psi^2 / integral(psi^2).
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.optimize import minimize_scalar

hartree_in_ev = physical_constants["Hartree energy in eV"][0]
c = np.sqrt(2 / np.pi)

# Local energy from the definition, by Cartesian differentiation
x, y, z = sp.symbols("x y z", real=True)
a_sym, r_sym = sp.symbols("a r", positive=True)
psi = sp.exp(-a_sym * (x**2 + y**2 + z**2))
laplacian = sum(sp.diff(psi, q, 2) for q in (x, y, z))
kinetic = sp.simplify(-laplacian / (2 * psi)).subs({x: r_sym, y: 0, z: 0})
local_expr = sp.expand(kinetic - 1 / r_sym)
assert sp.simplify(
    local_expr - (3*a_sym - 2*a_sym**2*r_sym**2 - 1/r_sym)) == 0
local_energy = sp.lambdify((a_sym, r_sym), local_expr, "numpy")

# Radial Gauss-Legendre quadrature in the scaled radius sqrt(a) r
nodes, weights = np.polynomial.legendre.leggauss(160)
scaled_r = 3.5 * (nodes + 1)
density = weights * scaled_r**2 * np.exp(-2 * scaled_r**2)
density /= density.sum()


def mean(function, a_density):
    return np.sum(density * function(scaled_r / np.sqrt(a_density)))


def energy_quad(a):
    return mean(lambda r: local_energy(a, r), a)


def frozen_variance_quad(a, a_density):
    values = local_energy(a, scaled_r / np.sqrt(a_density))
    average = np.sum(density * values)
    return np.sum(density * (values - average)**2)


def variance_quad(a):
    return frozen_variance_quad(a, a)


def energy_formula(a):
    return 1.5 * a - 2 * c * np.sqrt(a)


def variance_formula(a):
    return 1.5 * a**2 - 2 * c * a**1.5 + (4 - 8 / np.pi) * a


# Moments, energy and variance against quadrature
for a in (0.01, 0.1, 0.7, 3.0):
    moments = {2: 3/(4*a), 4: 15/(16*a**2), 1: c/np.sqrt(a),
               -1: 2*c*np.sqrt(a), -2: 4*a}
    for power, value in moments.items():
        assert np.isclose(mean(lambda r: r**float(power), a), value,
                          rtol=1e-9)
    gradient_form = mean(lambda r: 0.5 * (2*a*r)**2 - 1/r, a)
    assert np.isclose(gradient_form, energy_formula(a), rtol=1e-9)
    assert np.isclose(energy_quad(a), energy_formula(a), rtol=1e-9)
    assert np.isclose(variance_quad(a), variance_formula(a), rtol=1e-9)
    covariance = (mean(lambda r: r, a)
                  - mean(lambda r: r**2, a) * mean(lambda r: 1/r, a))
    assert np.isclose(covariance, -c / (2*np.sqrt(a)), rtol=1e-9)

# Energy minimum found numerically
options = {"xatol": 1e-11}
found = minimize_scalar(energy_quad, bounds=(1e-6, 5), method="bounded",
                        options=options)
a_energy = 8 / (9 * np.pi)
assert abs(found.x - a_energy) < 1e-6
assert abs(found.fun + 4 / (3 * np.pi)) < 1e-10

# The true variance increases everywhere and vanishes as a -> 0
grid = np.geomspace(1e-6, 1e3, 1500)
variance_on_grid = np.array([variance_quad(a) for a in grid])
assert np.all(np.diff(variance_on_grid) > 0)


def slope(function, a):
    h = 1e-4 * a
    return (function(a + h) - function(a - h)) / (2 * h)


for a in (0.01, 1 / (2*np.pi), a_energy, 2.0):
    square_form = 3*(np.sqrt(a) - c/2)**2 + 4 - 19/(2*np.pi)
    assert abs(slope(variance_quad, a) - square_form) < 1e-6
slopes = np.array([slope(variance_quad, a) for a in grid])
least_slope = 4 - 19 / (2 * np.pi)
assert least_slope > 0 and abs(slopes.min() - least_slope) < 1e-4
a_tiny = 1e-6
assert variance_quad(a_tiny) < 2e-6 and abs(energy_quad(a_tiny)) < 2e-3

# Split of the variance slope at the energy minimum
slope_local = slope(lambda a: frozen_variance_quad(a, a_energy), a_energy)
slope_density = slope(lambda a: frozen_variance_quad(a_energy, a), a_energy)
assert abs(slope_local) < 1e-6
assert abs(slope_density - (4 - 28 / (3 * np.pi))) < 1e-6


# Frozen density: minimize, update the density, repeat
def frozen_step(a_density):
    return minimize_scalar(lambda a: frozen_variance_quad(a, a_density),
                           bounds=(1e-6, 5), method="bounded",
                           options=options).x


for a0 in (0.05, 0.4, 1.0):
    assert abs(frozen_step(a0) - np.sqrt(2*c/3 * a0**1.5)) < 1e-6
    for a in (0.1, 0.6):
        frozen_formula = (1.5*a**4/a0**2 - 2*c*a**2/np.sqrt(a0)
                          + (4 - 8/np.pi)*a0)
        assert np.isclose(frozen_variance_quad(a, a0), frozen_formula,
                          rtol=1e-9)
histories = {}
for start in (0.05, 1.0):
    history = [start]
    for _ in range(60):
        history.append(frozen_step(history[-1]))
    assert abs(history[-1] - a_energy) < 1e-5
    histories[start] = history

# The same iteration with real random samples of psi^2.
# Least squares for a^2 in Var(2 a^2 r^2 + 1/r) at fixed samples.
rng = np.random.default_rng(12345)
sample_count, step_count, kept_count = 200000, 40, 20
a_mc, mc_history = 1.0, []
for _ in range(step_count):
    points = rng.normal(scale=np.sqrt(1/(4*a_mc)), size=(sample_count, 3))
    r2 = np.sum(points**2, axis=1)
    cov = np.cov(r2, 1 / np.sqrt(r2))
    a_mc = np.sqrt(-cov[0, 1] / (2 * cov[0, 0]))
    mc_history.append(a_mc)
mc_mean = np.mean(mc_history[-kept_count:])
mc_spread = np.std(mc_history[-kept_count:], ddof=1)
# Tolerance covers several times the expected statistical error
assert abs(mc_mean - a_energy) < 0.01

# Mean square deviation from the ground-state energy -1/2
target = -0.5


def target_cost(a):
    return mean(lambda r: (local_energy(a, r) - target)**2, a)


for a in (0.02, 0.3, 1.5):
    s = np.sqrt(a)
    quartic = 15*s**4/4 - 8*c*s**3 + 11*s**2/2 - 2*c*s + 0.25
    assert np.isclose(target_cost(a), quartic, rtol=1e-9)
roots = np.roots([15, -24*c, 11, -2*c])
real_roots = roots[np.abs(roots.imag) < 1e-10].real
assert len(real_roots) == 1 and real_roots[0] > 0
a_target = real_roots[0]**2
found_target = minimize_scalar(target_cost, bounds=(1e-6, 5),
                               method="bounded", options=options)
assert abs(found_target.x - a_target) < 1e-6
cost_on_grid = np.array([target_cost(a) for a in grid])
assert abs(np.log(grid[cost_on_grid.argmin()] / a_target)) < 0.02

# Report
e_min = energy_quad(a_energy)
v_min = variance_quad(a_energy)
print("Units: a in bohr^-2, E and sigma in hartree, V in hartree^2")
print(f"a at energy minimum        = {found.x:.6f} bohr^-2")
print(f"8/(9 pi)                   = {a_energy:.6f} bohr^-2")
print(f"minimum energy             = {e_min:.6f} hartree")
print(f"minimum energy             = {e_min*hartree_in_ev:.4f} eV")
print(f"-4/(3 pi)                  = {-4/(3*np.pi):.6f} hartree")
print(f"ground-state energy of H   = {target:.6f} hartree")
print(f"energy above ground state  = {e_min-target:.6f} hartree")
print(f"fraction of binding energy = {100*e_min/target:.2f} percent")
print(f"V at energy minimum        = {v_min:.6f} hartree^2")
print(f"sigma at energy minimum    = {np.sqrt(v_min):.6f} hartree")
print("Table: a, E, V, sigma")
for a in (0.0001, 0.001, 0.01, 0.05, 0.1, 0.2, a_energy, 0.5, 1.0):
    v = variance_quad(a)
    print(f"  {a:.6f}  {energy_quad(a):+.6f}  {v:.6f}  {np.sqrt(v):.6f}")
print(f"least slope dV/da          = {least_slope:.6f} hartree^2 bohr^2")
print(f"  reached at a             = {1/(2*np.pi):.6f} bohr^-2")
print("Slope of V at energy minimum, hartree^2 bohr^2:")
print(f"  from local energy        = {abs(slope_local):.6f} (magnitude)")
print(f"  from sampling density    = {slope_density:.6f}")
print("Frozen-density iteration by quadrature: step, a in bohr^-2")
for step in (0, 1, 2, 3, 5, 10, 20, 60):
    print(f"  {step:2d}  {histories[1.0][step]:.6f}")
print(f"same from a = 0.05, step 60: {histories[0.05][60]:.6f} bohr^-2")
print(f"Monte Carlo samples per step = {sample_count}")
print(f"Monte Carlo steps, kept    = {step_count}, last {kept_count}")
print(f"Monte Carlo mean a         = {mc_mean:.4f} bohr^-2")
print(f"Monte Carlo spread of a    = {mc_spread:.4f} bohr^-2")
print("Minimum of mean square deviation from target -1/2 hartree:")
print(f"  root s = sqrt(a)         = {real_roots[0]:.6f} bohr^-1")
print(f"  a                        = {a_target:.6f} bohr^-2")
print(f"  E                        = {energy_quad(a_target):.6f} hartree")
print(f"  V                        = {variance_quad(a_target):.6f} hartree^2")
print(f"  W at this a              = {target_cost(a_target):.6f} hartree^2")
print(f"  W at energy minimum      = {target_cost(a_energy):.6f} hartree^2")
print("done: every assertion held")
```

Printed output:

```
Units: a in bohr^-2, E and sigma in hartree, V in hartree^2
a at energy minimum        = 0.282942 bohr^-2
8/(9 pi)                   = 0.282942 bohr^-2
minimum energy             = -0.424413 hartree
minimum energy             = -11.5489 eV
-4/(3 pi)                  = -0.424413 hartree
ground-state energy of H   = -0.500000 hartree
energy above ground state  = 0.075587 hartree
fraction of binding energy = 84.88 percent
V at energy minimum        = 0.291178 hartree^2
sigma at energy minimum    = 0.539609 hartree
Table: a, E, V, sigma
  0.000100  -0.015808  0.000144  0.011990
  0.001000  -0.048963  0.001405  0.037477
  0.010000  -0.144577  0.013089  0.114409
  0.050000  -0.281825  0.058585  0.242043
  0.100000  -0.354627  0.109889  0.331496
  0.200000  -0.413650  0.207974  0.456042
  0.282942  -0.424413  0.291178  0.539609
  0.500000  -0.378379  0.537571  0.733192
  1.000000  -0.095769  1.357752  1.165226
least slope dV/da          = 0.976056 hartree^2 bohr^2
  reached at a             = 0.159155 bohr^-2
Slope of V at energy minimum, hartree^2 bohr^2:
  from local energy        = 0.000000 (magnitude)
  from sampling density    = 1.029108
Frozen-density iteration by quadrature: step, a in bohr^-2
   0  1.000000
   1  0.729331
   2  0.575596
   3  0.481962
   5  0.381779
  10  0.303791
  20  0.284077
  60  0.282942
same from a = 0.05, step 60: 0.282942 bohr^-2
Monte Carlo samples per step = 200000
Monte Carlo steps, kept    = 40, last 20
Monte Carlo mean a         = 0.2833 bohr^-2
Monte Carlo spread of a    = 0.0007 bohr^-2
Minimum of mean square deviation from target -1/2 hartree:
  root s = sqrt(a)         = 0.208253 bohr^-1
  a                        = 0.043369 bohr^-2
  E                        = -0.267269 hartree
  V                        = 0.051447 hartree^2
  W at this a              = 0.105610 hartree^2
  W at energy minimum      = 0.296891 hartree^2
done: every assertion held
```
